\section*{Why the field overshoots after an anodic current step}

\section{The missing carriers}

\textbf{Q:} I grow an anodic oxide at constant current and then raise the current abruptly. The field in the film climbs past its new steady value and comes back down. A resistor with a capacitor across it would not do that. What is the film remembering?

\textbf{A:} In the explanation I shall work through, it remembers how many mobile ions it had. Take a uniform film in which defects of charge $ze$ and density $n$ carry the current by thermally activated hops along the field $E$. Let $W$ be the hopping barrier, $a$ the distance from a resting site to the barrier top, and $\nu$ the attempt frequency. A full hop covers $2a$, so the ionic current density is
\begin{equation}
j=2a\,ze\,n\,\nu\,e^{-(W-zeaE)/kT}=C\,n\,e^{E/F_0},\qquad F_0=\frac{kT}{zea}.
\label{hop}
\end{equation}
Here $C$ collects the factors independent of $n$ and $E$. Backward hops are dropped, the barrier is taken as linear in the field, and $E$ is the mean field, taken to be the field that acts on an ion.

Suppose that the new steady state at current $J_2$ has density $n_2$ and field $E_2$. Before the population responds, the density is still $n_1$. The same current must then satisfy
\begin{equation}
C n_1e^{E/F_0}=C n_2e^{E_2/F_0}
\quad\Rightarrow\quad
E-E_2=F_0\ln\frac{n_2}{n_1}.
\label{cause}
\end{equation}
If the new state needs more carriers than the old one had, the field has to drive the old carriers harder. It falls as the missing carriers are made.

\textbf{Q:} So a slow population is enough?

\textbf{A:} No. Equation (\ref{cause}) gives an overshoot only if $n_2>n_1$. A slow population whose steady density falls with current makes the field creep up from below. We need a law for the population.

\section{What sets the population}

\textbf{Q:} Where do the carriers come from, and where do they go?

\textbf{A:} Let the field help to pull an ion off its regular site, leaving an immobile partner of charge $-ze$. Creation has barrier $U$ and activation distance $b$. With $N$ sites per volume, of which few are empty, the creation rate is
\begin{equation}
G=N\nu e^{-(U-zebE)/kT}=G_0e^{rE/F_0},\qquad r=\frac ba .
\end{equation}
The second form follows from $zebE/kT=(b/a)(zeaE/kT)$.

Carriers are lost when a passing ion falls into a partner. The ion flux is $j/(ze)$ and each partner captures with cross-section $\sigma$. For equal densities $n$ of ions and partners, the loss rate is $n\sigma j/(ze)$. Hence
\begin{equation}
\frac{dn}{dt}=G_0e^{rE/F_0}-s\,j\,n,\qquad s=\frac{\sigma}{ze}.
\label{balance}
\end{equation}
Creation and capture change both densities equally. A uniform flux adds no net ions to any slice, so an initially neutral film stays neutral. This assumes that the interfaces supply and remove the carriers as required.

\textbf{Q:} What happens to the steady density when I raise the current?

\textbf{A:} In a steady state $j=J$, and (\ref{hop}) gives $e^{E/F_0}=J/(Cn)$. Setting (\ref{balance}) to zero,
\begin{equation}
G_0\left(\frac{J}{Cn}\right)^r=sJn
\quad\Rightarrow\quad
n^{1+r}=\frac{G_0}{sC^r}J^{r-1}.
\label{nss}
\end{equation}
Thus $n\propto J^{(r-1)/(r+1)}$. It rises with current only for $r>1$, that is, when the field assists creation more strongly than hopping. The current speeds up capture as well as demanding carriers, which is why $r>0$ does not suffice.

The steady field follows from $E=F_0\ln[J/(Cn)]$:
\begin{equation}
\frac{dE}{d\ln J}=F_0\left(1-\frac{r-1}{r+1}\right)=\frac{2F_0}{1+r}.
\label{slope}
\end{equation}
At fixed $n$ the slope is $F_0$, which is larger when $r>1$. Putting (\ref{nss}) into (\ref{cause}) gives the initial excess for an ideal step:
\begin{equation}
\Delta E=F_0\,\frac{r-1}{r+1}\ln\frac{J_2}{J_1}.
\label{jump}
\end{equation}

\section{The return to the steady field}

\textbf{Q:} Can you also predict the decay, or only the height?

\textbf{A:} Both, if dielectric charging is quick enough that $j=J_2$ throughout. Eliminating $E$ from (\ref{balance}) with (\ref{hop}) gives
\begin{equation}
\frac{dn}{dt}=G_0\left(\frac{J_2}{C}\right)^r n^{-r}-sJ_2n .
\end{equation}
Multiply by $(1+r)n^r$ and define $u=n^{1+r}$, so that the left side becomes $du/dt$. With $Q=J_2t$, the charge passed per area since the step, and $u_2$ the steady value from (\ref{nss}),
\begin{equation}
\frac{du}{dQ}=\frac{u_2-u}{Q_r},\qquad Q_r=\frac{1}{(1+r)s}=\frac{ze}{\sigma(1+r)} .
\label{relax}
\end{equation}
This linear equation has an exponential solution. Since $u_1/u_2=(J_1/J_2)^{r-1}$,
\begin{equation}
\frac{u}{u_2}=1-A e^{-Q/Q_r},\qquad A=1-\left(\frac{J_1}{J_2}\right)^{r-1}.
\end{equation}
Finally $E-E_2=F_0\ln(n_2/n)=-[F_0/(1+r)]\ln(u/u_2)$, or
\begin{equation}
E-E_2=-\frac{F_0}{1+r}\ln\left(1-A e^{-Q/Q_r}\right).
\label{trace}
\end{equation}
At $Q=0$ the logarithm is $(r-1)\ln(J_1/J_2)$, which restores (\ref{jump}). For $Q\gg Q_r$ the excess tends to $F_0Ae^{-Q/Q_r}/(1+r)$.

\textbf{Q:} The scale is a charge, not a time?

\textbf{A:} Yes, because the current itself performs the capture. At ten times the current, the same relaxation takes a tenth of the time.

\textbf{Q:} If I step down instead, do I get the mirror image?

\textbf{A:} Only at the first instant. Equation (\ref{jump}) changes sign without changing size, so the field undershoots. For a current ratio $R>1$, however, the late amplitude is proportional to $1-R^{-(r-1)}$ on the way up and to $R^{r-1}-1$ on the way down. The second is larger by the factor $R^{r-1}$. The downward transient therefore has the larger tail at equal charge.

Equation (\ref{trace}) was tested against integration of the full equations, with the permittivity made small enough for charging to be negligible. For $r=1.6$ the steps were 0.1 to 1, 1 to 10 and 1 to 0.1 mA/cm$^2$; for $r=0.75$ and $r=1$ the step was 0.1 to 1 mA/cm$^2$. At the five charges compared, from $0.1Q_r$ to $4Q_r$, the largest difference was $1.1\times10^{-4}$ of the 0.1365 MV/cm overshoot found below.

\section{How slow is slow enough?}

\textbf{Q:} My film is a capacitor. The field cannot jump. When does that spoil the argument?

\textbf{A:} The imposed current divides between ions and displacement current. With permittivity $\varepsilon$,
\begin{equation}
\varepsilon\frac{dE}{dt}=J_2-j .
\label{charge}
\end{equation}
Define $x=(E-E_2)/F_0$, $y=\ln(n/n_2)$ and $\theta=J_2t/(\varepsilon F_0)$. Then $j/J_2=e^{x+y}$. In the new steady state creation equals $sJ_2n_2$, so creation per carrier is $sJ_2e^{rx-y}$. Equations (\ref{charge}) and (\ref{balance}) become
\begin{align}
\frac{dx}{d\theta}&=1-e^{x+y},\\
\frac{dy}{d\theta}&=\kappa\left(e^{rx-y}-e^{x+y}\right),\qquad
\kappa=s\varepsilon F_0=\frac{\sigma\varepsilon F_0}{ze}.
\label{scaled}
\end{align}
The number $\kappa$ compares the charge $\varepsilon F_0$, which changes the field by $F_0$, with the capture charge $ze/\sigma$. For small steps, expansion to first order gives
\begin{equation}
x'=-(x+y),\qquad y'=\kappa[(r-1)x-2y],
\end{equation}
where a prime means $d/d\theta$. An upward step starts at $x_0<0$. By (\ref{nss}) and (\ref{slope}), $y_0=(r-1)x_0/2$. Overshoot means that $x$ crosses zero.

Follow the ratio $m=y/x$:
\begin{align}
m'&=\frac{y'}{x}-m\frac{x'}{x}
=\kappa[(r-1)-2m]+m(1+m)\nonumber\\
&=m^2+(1-2\kappa)m+\kappa(r-1)\equiv p(m).
\label{riccati}
\end{align}
A crossing of $x=0$ makes $m$ diverge at finite $\theta$. At the start $m_0=(r-1)/2$; the two terms in $\kappa$ cancel, leaving
\begin{equation}
p(m_0)=m_0(1+m_0)=\frac{r^2-1}{4}.
\end{equation}

For $r=1$, $m$ stays at zero and $x$ decays without crossing. For $0<r<1$, $p(m_0)<0$, so $m_0$ lies between two real roots and $m$ moves to the lower one. Again there is no crossing.

For $r>1$, $m$ increases. It can be stopped only by a root above $m_0$. Real roots require
\begin{equation}
(1-2\kappa)^2-4\kappa(r-1)=4\kappa^2-4r\kappa+1\ge0,
\end{equation}
so $\kappa\le\kappa_-$ or $\kappa\ge\kappa_+$, with $\kappa_\pm=(r\pm\sqrt{r^2-1})/2$. Because $p(m_0)>0$, both roots lie on the same side of $m_0$. Their midpoint, $\kappa-\frac12$, exceeds $m_0$ only if $\kappa>r/2$. This selects $\kappa\ge\kappa_+$. In all other cases $m$ runs to infinity at finite $\theta$, and $x$ crosses zero. Thus a small step overshoots if and only if
\begin{equation}
r>1\quad\text{and}\quad \kappa<\frac{r+\sqrt{r^2-1}}2 .
\label{criterion}
\end{equation}

A test with the numerically linearized equations agreed. For $r=1.6$ and 2.5, crossings occurred at 0.01, 0.5 and 0.8 times the limiting $\kappa$, and none at 1.25 and 3 times it. For $r=0.75$ none occurred at $\kappa=0.01$, 0.5 or 5.

\section{Numbers for a film}

\textbf{Q:} What should I expect on my voltmeter?

\textbf{A:} Take a 200 nm film at 298.15 K, stepped from 0.1 to 1 mA/cm$^2$. I choose $z=5$, $a=0.20$ nm, $b=0.32$ nm, $W=1.20$ eV, $U=1.80$ eV, $\sigma=1$ nm$^2$, $N=2\times10^{22}$ cm$^{-3}$, $\nu=10^{13}$ s$^{-1}$ and relative permittivity 25. Then $r=1.6$ and
\begin{align}
F_0&=\frac{0.02569\ \text{V}}{5\times0.20\ \text{nm}}=0.2569\ \text{MV/cm},\\
\Delta E&=0.2569\times\frac{0.6}{2.6}\times\ln10=0.1365\ \text{MV/cm},\\
Q_r&=\frac{5\times1.602\times10^{-19}\ \text{C}}{2.6\times10^{-14}\ \text{cm}^2}=30.8\ \mu\text{C/cm}^2 .
\end{align}
The steady field rises from 5.46 to 5.92 MV/cm, and the steady density from $3.53\times10^{19}$ to $6.00\times10^{19}$ cm$^{-3}$. The ideal overshoot is 2.3\% of the new steady field. At the new current $Q_r$ passes in 31 ms.

With charging included, the peak excess is 0.121 MV/cm, reached after 3.6 $\mu$C/cm$^2$. Across the film this is 2.4 V on top of 118 V. Other values are in the numerical output.

\textbf{Q:} Charging the film to the ideal peak takes 1.3 $\mu$C/cm$^2$, far less than $Q_r$. Why is the peak more than a tenth lower?

\textbf{A:} At the peak $dE/dt=0$, so $j=J_2$ and (\ref{cause}) holds with the density at that moment. The loss of $0.1365-0.1207=0.0158$ MV/cm means that $n$ has already grown by a factor $e^{0.0158/0.2569}=1.06$. The early relaxation is faster than $Q_r$ suggests. Differentiating (\ref{trace}) at $Q=0$ gives an initial decline
\begin{equation}
\frac{F_0}{(1+r)Q_r}\frac{A}{1-A}
=\frac{F_0}{(1+r)Q_r}\left[\left(\frac{J_2}{J_1}\right)^{r-1}-1\right],
\end{equation}
or 0.0096 MV/cm per $\mu$C/cm$^2$. At that rate $\Delta E$ would vanish in about 14 $\mu$C/cm$^2$.

After the peak, the full excess lies above (\ref{trace}): 0.086 against 0.077 MV/cm at 10 $\mu$C/cm$^2$, and 0.0118 against 0.0112 at 60. The population starts late. At $n=n_1$ its growth rate per carrier is $sj[(j/J_1)^{r-1}-1]$, which increases with $j$ above $J_1$. While the film charges, $j<J_2$, so fewer carriers are made than (\ref{trace}) assumes. At both of these charges there is also a second, smaller contribution. After the peak the field falls, so by (\ref{charge}) $j$ slightly exceeds $J_2$, and by (\ref{hop}) the field then lies above $E_2+F_0\ln(n_2/n)$ by $F_0\ln(j/J_2)$.

\section{Is slowness really the cause?}

\textbf{Q:} Can you change the speed of the population and nothing else?

\textbf{A:} In the model, yes. Multiply $N$ and $\sigma$ by the same factor. Their ratio fixes the steady states, which stay put, while creation and capture both accelerate. For the same decade step, the full equations give:

\begin{center}
\begin{tabular}{rl}
speed factor & peak excess (MV/cm)\\
1 & 0.121\\
10 & 0.077\\
100 & 0.007\\
10000 & below $10^{-4}$ of the ideal value
\end{tabular}
\end{center}

The original film has $\kappa=0.0071$, against a small-step limit of 1.42. The first three rows lie below the limit and the last far above it. The criterion was derived for small steps, so for a decade step this is a numerical result, not a proof.

\textbf{Q:} And if my current source ramps slowly?

\textbf{A:} Then the population keeps up. Let $\ln J$ rise linearly during a time $t_r$, and let $\delta=\ln(n_{\rm ss}/n)$ be the small lag behind the steady density $n_{\rm ss}(J)$. Equation (\ref{relax}), written for the present current, gives $d\ln n/dt=sJ[e^{(1+r)\delta}-1]\approx(1+r)sJ\delta$. For a slow ramp this must match the rate of $\ln n_{\rm ss}$:
\begin{equation}
(1+r)sJ\delta\approx\frac{r-1}{r+1}\frac{\ln(J_2/J_1)}{t_r}.
\end{equation}
At the end $J=J_2$, and the excess is
\begin{equation}
F_0\delta\approx\Delta E\,\frac{\tau}{t_r},\qquad \tau=\frac{Q_r}{J_2}.
\end{equation}
For $t_r=100\tau=3.08$ s this predicts 0.00137 MV/cm. Integration with charging made negligible gives 0.00139, and with the film's own permittivity 0.00132.

\section{From the model to a real film}

\textbf{Q:} How far should I trust these numbers for my oxide?

\textbf{A:} The current density and the field of several MV/cm are in the rough range of valve-metal anodizing. The barriers, distances and cross-section are choices, not data for one oxide, and $z=5$ is a high, full ionic charge. At fixed $a$ and $r$, a smaller $z$ raises the ideal $\Delta E$ as $1/z$. With the same barriers, however, it raises the steady field by a slightly larger factor, to 10 MV/cm for $z=3$, so the barriers would have to be chosen again. The assumption of linear barriers matters: cosine-shaped barriers with the same $W$ and $U$ give an ideal overshoot of 0.171 MV/cm, 25\% more. They also move the threshold: with $b=a$ they still give 0.058 MV/cm, so the condition $r>1$ belongs to linear barriers. In real valve-metal oxides both metal and oxygen ions can move, whereas here one partner is fixed; I have not computed that change.

The mean field is a serious simplification. Ions and partners placed at random at these densities, with relative permittivity 25, give an ion a typical extra field along $E$ of about 1 MV/cm or more, several times $F_0$. Hopping, creation and capture would then vary strongly from place to place, and the rate laws with constant $a$, $b$ and $\sigma$ need not hold. Two estimates with point charges show this. If a new ion lands $2b=0.64$ nm from its partner, the partner pulls it back with a field of 7.0 MV/cm, more than the applied field, so many new pairs may recombine at once. And the applied field lines that end on a partner cover an area $ze/(\varepsilon E)$, about 6 nm$^2$ in the final state, not 1 nm$^2$. With a fixed cross-section of 6.1 nm$^2$ and all else unchanged, the peak excess with charging is 0.090 instead of 0.121 MV/cm. The numbers above illustrate the mechanism; they do not predict the overshoot of a real film.

Small departures from neutrality have large effects. If a fraction of only $3\times10^{-4}$ of the carriers were unbalanced throughout the film, the field would differ across it by as much as the ideal overshoot. In the model this does not last: the mobile ions redistribute, and at the final current the difference falls to about a sixth after 1 $\mu$C/cm$^2$.

A carrier travels about $1/(\sigma n)$ before capture, 28 nm before the step and 17 nm in the final state. This is not the depth to which an interface disturbs the film. In a steady state the same current passes every depth, so creation balances capture locally. If the ions enter at three times the steady density, or a third of it, the space charge restores the steady density to 1\% within about 0.2 nm at the final current and 0.4 nm at the initial one. That is no more than one hop, so the continuum equations say only that the disturbed layer is thin. An interface that cannot pass the imposed current is outside the model.

\textbf{Q:} What about heat, growth and electrons?

\textbf{A:} If the heat crosses 0.1 mm of still water, the film warms by 0.2 K once the heat flow is steady, and the steady field falls by 0.004 MV/cm, about 3\% of the ideal overshoot. With an assumed oxide volume of $5.5\times10^{-5}$ cm$^3$/C, growth during $3Q_r$ adds 0.05 nm and 0.03 V, little beside the 2.4 V peak. Tunnelling is less certain. For a triangular barrier, the free-electron mass and a metal-like emitter at zero temperature, the electron current at the peak field is $4\times10^{-4}$ of the imposed current for a 2.0 eV barrier, but 1\% for 1.86 eV. At 298 K the current for the 2.0 eV barrier is about twice as large. The electron mass matters as much: with half the free-electron mass in the barrier and the free mass in the emitter, the zero-temperature current for the 2.0 eV barrier is about eight times the imposed current; with half the mass in both, about four times. An electrolyte also supplies electrons differently from a metal. These figures therefore show how sensitive the leakage is, not that it is small. Breakdown is outside the model.

\textbf{Q:} Which measurement would put the explanation at risk?

\textbf{A:} An overshoot alone does not identify the defects: any slow factor multiplying the current in (\ref{hop}) gives a jump like (\ref{cause}). Repeat the step at several current levels with the same ratio $J_2/J_1$, holding temperature fixed, and plot the excess field against charge passed. The scaled equations (\ref{scaled}) and their starting point contain the currents only through that ratio, so the model requires the curves to coincide, charging included. If they coincide in time instead, this capture law is wrong for your film.

Then compare two slopes. The field change at fixed population, divided by the change in $\ln j$, gives $F_0$; the steady slope gives $2F_0/(1+r)$. Together they fix $r$. Equation (\ref{jump}) then adds only a check that both slopes stay constant. A further test is whether (\ref{trace}), with $Q_r$ as the one free quantity, fits the decay. Both tests need charging fast enough to reveal the ideal jump.

The film above does not quite meet that condition. Taking its observed peak as the field at fixed population would give $r=1.53$ instead of 1.6. Fitting (\ref{trace}), with the true $F_0$ and $r$, to its full transient from 5 $\mu$C/cm$^2$ onward by least squares gives a $Q_r$ of about 34 $\mu$C/cm$^2$ for points evenly spaced in charge and about 36 for logarithmic spacing, instead of 30.8. The largest misfit is 7 to 9\% of the ideal overshoot. With the apparent $F_0$ and $r$ taken from the observed peak, the fitted $Q_r$ is about 36 to 37 and 40 to 41 $\mu$C/cm$^2$ for the two spacings, and the misfit is 12 to 15\%. A different law, in which $n$ itself relaxes exponentially with charge, can be fitted by (\ref{trace}) to within 4\% of the ideal overshoot when charging is negligible. With this film's charging, and relaxation charges of 20 to 50 $\mu$C/cm$^2$, the misfit is 3 to 6\%. For such a film, fit the full equations (\ref{scaled}) instead, and do not expect the shape of the decay alone to settle the capture law.

\section*{Calculated quantities}
\begin{verbatim}
Hop, creation distances a, b: 0.20, 0.32 nm; r = 1.60
Barriers W, U: 1.20, 1.80 eV; charge number z = 5
Capture cross-section: 1.00 nm^2
Site density: 2.00e+22 cm^-3; attempt frequency: 1.0e+13 s^-1
Relative permittivity: 25; temperature: 298.15 K
Current step: 0.10 to 1.00 mA/cm2; thickness 200 nm
Thermal energy kT: 0.02569 eV
Field scale F0 (slope at fixed n): 0.2569 MV/cm
Steady slope dE/dlnJ: 0.1976 MV/cm
Steady fields before, after: 5.4609, 5.9159 MV/cm
Defect densities before, after: 3.529e+19, 6.004e+19 cm^-3
Density ratio after/before: 1.7013
Ideal overshoot: 0.1365 MV/cm = 2.31 % of steady field
Ideal peak field: 6.0525 MV/cm
Relaxation charge Qr: 30.81 uC/cm2; time at new current: 30.81 ms
Charging scale eps*F0: 0.569 uC/cm2
Charge to raise field to ideal peak: 1.310 uC/cm2
kappa: 0.00710; small-step limit: 1.4245
Population speed x1: peak excess 0.12074 MV/cm at 3.56 uC/cm2
Population speed x10: peak excess 0.07684 MV/cm at 2.59 uC/cm2
Population speed x100: peak excess 0.00692 MV/cm at 2.23 uC/cm2
Population speed x10000: no overshoot (below 1e-4 of ideal)
Excess at 10 uC/cm2: formula 0.0770, full 0.0859 MV/cm
Excess at 30 uC/cm2: formula 0.0328, full 0.0353 MV/cm
Excess at 60 uC/cm2: formula 0.0112, full 0.0118 MV/cm
Excess at 100 uC/cm2: formula 0.0029, full 0.0031 MV/cm
Largest transient test error: 1.1e-04 of ideal overshoot
Ramp time: 3.08 s; excess at its end: 0.00139 MV/cm
Steady film voltage: 118.32 V; full peak excess: 2.41 V
Ideal overshoot with cosine barriers: 0.1711 MV/cm
Capture length before, after: 28.3, 16.7 nm
Net charge fraction giving a field change equal to overshoot: 3.14e-04
Warming across 0.1 mm water layer: 0.197 K
Field shift from warming: -0.00372 MV/cm
Oxide volume per charge: 5.50e-05 cm3/C
Growth during 3 Qr: 0.0508 nm, adding 0.0301 V
Occupied site fraction n/N: 3.00e-03
Back-hop to forward-hop ratio: 1.0e-20
Tunnel current/ionic current, 2.0 eV barrier: 3.54e-04
Injection barrier for 1 % tunnel current: 1.861 eV
\end{verbatim}
